# Gate-induced gap of Bernal bilayer graphene with and without charge response

Take undoped Bernal bilayer graphene between two gates with a displacement field $D/\varepsilon_0=10$ MV/cm. In the model below, its band gap is 251 meV if the layer potentials are held at the values the gates impose, and 140 meV if the layer charges may respond. The gate field and the hoppings are the same in both calculations. At 1 MV/cm the two gaps are 33.4 and 10.8 meV, so the response removes a larger fraction of the gap in the weaker field.

The setting behind this difference is the one that either freezes the potential of each layer or updates it from the computed charges. It comes with a second one, the mixing fraction of the update. Both can be chosen from the analysis of one scalar equation.

## What the update solves

Let layer 1 lie at $z=0$ and layer 2 at $z=c_0$, and let $n_1,n_2$ be their excess electron densities relative to neutral layers. Displacement fields count as positive upward: $D_b$ below the bilayer, $D_t$ above it, $D_m$ between the layers. A layer carries charge $-en_i$ per area, so Gauss's law gives

$$D_m=D_b-en_1,\qquad D_t=D_m-en_2 .$$

The second relation reads $D_m=D_t+en_2$. Averaging the two expressions for $D_m$,

$$D_m=\frac{D_b+D_t}{2}+\frac{e(n_2-n_1)}{2}.$$

The factor one half appears because each charged sheet sends half of its flux to either side. The electrostatic potential changes by $-D_mc_0/(\varepsilon_0\varepsilon_r)$ from layer 1 to layer 2, and an electron's energy is $-e$ times the potential. The energy difference $U=u_2-u_1$ is therefore

$$U=U_{\rm ext}+C(n_2-n_1)\equiv F(U),$$

$$U_{\rm ext}=\frac{ec_0}{\varepsilon_0\varepsilon_r}\frac{D_b+D_t}{2},\qquad C=\frac{e^2c_0}{2\varepsilon_0\varepsilon_r}.$$

The densities depend on $U$, which makes this a self-consistency condition. With the update off, $U=U_{\rm ext}$. With it on, $U=F(U)$. I take equal fields $D_b=D_t=D$, so that $n_1+n_2=0$, and zero temperature. The constant $\varepsilon_r$ describes polarization within the layers that the $\pi$ electrons of the model do not supply; it is 1 unless stated otherwise.

The value entered as the applied field must be the unscreened one. If $U$ comes from a calculation whose charges have already responded, it is the total difference, and updating it again would count the screening twice.

## Bands and gap at a given $U$

Near a Brillouin-zone corner, keep the in-plane velocity $v$ and the vertical hopping $\gamma_1$ between the dimer sites B1 and A2. Write $p=\hbar vk$, an energy. The phase of the complex momentum can be absorbed into the amplitudes on A1 and B2, which leaves site weights unchanged. The amplitudes then obey

$$(E+\tfrac U2)a_1=pb_1,\qquad (E+\tfrac U2)b_1=pa_1+\gamma_1a_2,$$
$$(E-\tfrac U2)a_2=pb_2+\gamma_1b_1,\qquad (E-\tfrac U2)b_2=pa_2 .$$

Eliminate $a_1$ and $b_2$, multiply the two remaining equations and clear the denominators:

$$\left[(E+\tfrac U2)^2-p^2\right]\left[(E-\tfrac U2)^2-p^2\right]=\gamma_1^2\left(E^2-\tfrac{U^2}{4}\right).$$

Expanding gives a quadratic in $E^2$. Its roots $E_\pm^2$ have the sum and product

$$E_+^2+E_-^2=\gamma_1^2+\tfrac{U^2}{2}+2p^2,$$
$$E_+^2E_-^2=\left(p^2-\tfrac{U^2}{4}\right)^2+\tfrac{\gamma_1^2U^2}{4}\equiv Q^2 .$$

With $G^2=\gamma_1^2+U^2$ and $R=\sqrt{\gamma_1^4/4+p^2G^2}$, the lower root is

$$E_-^2=\frac{\gamma_1^2}{2}+\frac{U^2}{4}+p^2-R .$$

Replace $p^2$ by $(R^2-\gamma_1^4/4)/G^2$. The result is a parabola in $R$ with its minimum at $R=G^2/2$, which is allowed because $R\ge\gamma_1^2/2$. There

$$E_-^2=\frac{\gamma_1^2}{2}+\frac{U^2}{4}-\frac{\gamma_1^4}{4G^2}-\frac{G^2}{4}=\frac{\gamma_1^2U^2}{4G^2}.$$

The energies come in pairs $\pm E$, so the gap is twice the minimum:

$$E_g=\frac{|U|\gamma_1}{\sqrt{U^2+\gamma_1^2}} .$$

It equals $|U|$ for $|U|\ll\gamma_1$ and saturates at $\gamma_1$ for large $|U|$.

## How much charge moves

Two spins and two valleys give four copies of these bands, with the lower two bands filled. A program can add up the layer weights $P_1,P_2$ of the filled eigenvectors:

$$n_2-n_1=4\int\frac{p\,dp}{2\pi\hbar^2v^2}\sum_{\rm filled}(P_2-P_1).$$

The same number follows from the energies. The Hamiltonian depends on $U$ through $\tfrac U2(\hat P_2-\hat P_1)$, so each filled band has $P_2-P_1=2\,\partial E/\partial U$. The filled energies sum to $-S$ with $S=E_++E_-$. With $s=p^2$ and $p\,dp=ds/2$,

$$n_2-n_1=-\frac{2}{\pi\hbar^2v^2}\,I,\qquad I=\int_0^\infty ds\,\frac{\partial S}{\partial U}.$$

Take $U>0$; the result is odd in $U$. Put $x=s-U^2/4$ and $a=\gamma_1U/2$, so that $Q^2=x^2+a^2$ and $S^2=\gamma_1^2+U^2/2+2s+2Q$. Differentiating at fixed $s$ gives $2\,\partial Q/\partial U=U(\gamma_1^2/2-x)/Q$, hence

$$\frac{\partial S}{\partial U}=\frac{U}{2SQ}\left(Q-x+\frac{\gamma_1^2}{2}\right).$$

Now let $w=x+Q$. Then $Q-x=a^2/w$, $ds/Q=dw/w$ and $S=\sqrt{G^2+2w}$. The integral becomes

$$I=\frac U2\int_{w_0}^\infty\frac{dw}{w\sqrt{G^2+2w}}\left(\frac{a^2}{w}+\frac{\gamma_1^2}{2}\right).$$

Everything in it is positive, so $n_2<n_1$ for $U>0$: electrons move to the layer of lower energy and reduce $U$.

Two integrals are needed. With $t=\sqrt{G^2+2w}$, so that $dw=t\,dt$,

$$L=\int_{w_0}^\infty\frac{dw}{wt}=\int_{t_0}^\infty\frac{2\,dt}{t^2-G^2}=\frac1G\ln\frac{t_0+G}{t_0-G}.$$

For the other, differentiate $t/w$:

$$\frac{d}{dw}\frac tw=\frac1{wt}-\frac{G^2+2w}{w^2t}=-\frac1{wt}-\frac{G^2}{w^2t}.$$

Integrating from $w_0$ to infinity gives $\int dw/(w^2t)=(t_0/w_0-L)/G^2$. Therefore

$$I=\frac{U\gamma_1^2}{4}\left[L+\frac{U^2}{2G^2}\left(\frac{t_0}{w_0}-L\right)\right].$$

The lower limit is $p=0$, where the energies are $U/2$ and $\sqrt{\gamma_1^2+U^2/4}$. So $t_0=U/2+\sqrt{\gamma_1^2+U^2/4}$ and $w_0=(t_0^2-G^2)/2$.

## Two limits

**Weak field.** For $U\ll\gamma_1$, $t_0-G\to U/2$, $t_0+G\to2\gamma_1$ and $w_0\to\gamma_1U/2$. The second term in the bracket tends to $U/\gamma_1^2$ and is negligible beside $L\to\gamma_1^{-1}\ln(4\gamma_1/U)$. To leading order

$$U\left[1+\frac\Lambda2\ln\frac{4\gamma_1}{U}\right]=U_{\rm ext},\qquad \Lambda=\frac{C\gamma_1}{\pi\hbar^2v^2}.$$

The logarithm comes from the range of $w$ between about $\gamma_1U/2$ and $\gamma_1^2/2$, where the integrand varies as $1/w$. As $U$ falls, this range widens and the relative screening grows. No single effective dielectric constant can therefore replace the update across weak fields: in the example below, $U_{\rm ext}/U$ falls from 3.1 at 1 MV/cm to 2.2 at 10 MV/cm. Outside the logarithmic regime it changes little, from 2.23 at 10 MV/cm to 2.15 at 20 MV/cm.

**Large asymmetry.** For $U\gg\gamma_1$, $w_0\to\gamma_1^2/2$ and $t_0\to U$, so $I\to U^2/4$ and

$$n_2-n_1\to-\frac{U^2}{2\pi\hbar^2v^2}.$$

This is the charge of two uncoupled Dirac layers whose crossing points are shifted by $\pm U/2$. The transferred charge grows quadratically, which matters for the iteration.

## Why there is one answer

At each momentum, $-S$ is the smallest energy that two orthogonal states can have together. For any fixed pair of states that energy is linear in $U$, and a minimum over linear functions is concave. The slope of $-S$, and with it $n_2-n_1$, therefore cannot increase with $U$, so $F'\le0$ and $F(U)-U$ falls strictly. It is positive at $U=0$ and negative at $U=U_{\rm ext}$. There is one solution, and it lies between these values. Since $E_g$ rises with $U$, the screened gap is below the unscreened one. The argument is given here for filled lower two bands and the Hartree potential alone; it does not cover an added exchange potential.

## Choosing the mixing fraction

The update can be mixed with the old value:

$$U_{m+1}=(1-\beta)U_m+\beta F(U_m).$$

Close to the solution, the error is multiplied in each step by

$$r=1-\beta(1-F').$$

Convergence requires $|r|<1$. Because $F'\le0$, this means $\beta<2/(1-F')$, and the linear error vanishes at $\beta=1/(1-F')$. Unmixed iteration, $\beta=1$, is unstable where $F'<-1$.

The slope need not be known beforehand. Late in a run, the ratio of successive changes of $U$ is $r$, so the best fraction is $\beta/(1-r)$. The error left after a change $\Delta$ is about $|r\Delta/(1-r)|$. A small change guarantees a small error only if $r$ is not close to 1, so strong damping calls for a tighter stopping threshold.

## The example in numbers

The parameters are $c_0=0.335$ nm, in-plane lattice constant 0.246 nm, in-plane hopping $\gamma_0=3.1$ eV and $\gamma_1=0.38$ eV. They give $\hbar v=\tfrac{\sqrt3}{2}(0.246)(3.1)=0.660$ eV nm, $C=3.031$ eV nm² and $\Lambda=0.84$. A field of 10 MV/cm is 1 V/nm, so $U_{\rm ext}=335$ meV.

Layer charges were summed from eigenvectors by Gauss quadrature up to $p_c=20$ eV. Beyond $p_c$, $\partial S/\partial U\to U\gamma_1^2/(8s^{3/2})$, which adds the tail $-U\gamma_1^2/(2\pi\hbar^2v^2p_c)$. Doubling $p_c$, or halving the 120 radial points, moves the gap by less than $10^{-5}$ meV.

With $\beta=0.5$ the run begins as follows.

| Step | $U$ (meV) | $n_1=-n_2$ ($10^{12}$ cm⁻²) |
|---|---|---|
| 0 | 335.0 | 6.33 |
| 1 | 143.1 | 2.92 |
| 2 | 150.5 | 3.05 |
| 3 | 150.4 | 3.04 |

At step 0, $n_2-n_1=-0.1266$ nm⁻², so $F=335-3031\times0.1266=-49$ meV. The full update would reverse the sign of $U$; half of it lands at 143 meV. At the end, $335-3031\times0.0609=150.4$ meV, which closes the loop. Solving $U=F(U)$ with the closed form for $I$ also gives 150.4 meV. The weak-field law gives 176 meV, too large because $U$ is no longer small beside $\gamma_1$.

The gaps are

$$\frac{335\times380}{\sqrt{335^2+380^2}}=251\ \text{meV},\qquad \frac{150.4\times380}{\sqrt{150.4^2+380^2}}=140\ \text{meV}.$$

In joules these are $4.0\times10^{-20}$ and $2.2\times10^{-20}$. Other fields, with all else fixed, give:

| $D/\varepsilon_0$ (MV/cm) | Unscreened (meV) | Screened (meV) | Ratio | $F'$ |
|---|---|---|---|---|
| 1 | 33.4 | 10.8 | 0.32 | −1.70 |
| 3 | 97.2 | 38.1 | 0.39 | −1.27 |
| 10 | 251 | 140 | 0.56 | −1.03 |
| 20 | 331 | 241 | 0.73 | −1.14 |

The ratio rises for two reasons: the logarithm shrinks, and the unscreened gap approaches its ceiling $\gamma_1$ first. The slope is steep at both ends. The weak-field law gives $F'=-\tfrac\Lambda2[\ln(4\gamma_1/U)-1]$, large for small $U$, while the quadratic charge transfer makes $|F'|$ grow again at large $U$.

Unmixed iteration is locally unstable at all four fields. At 1 MV/cm it was run for 200 steps and ended by jumping between about $-1784$ and $+1784$ eV. Those values are set by the momentum cutoff: once one layer holds all the states below $p_c$, $C|n_2-n_1|$ is $2Cp_c^2/(\pi\hbar^2v^2)\approx1770$ eV, and the tail term supplies the rest. They have no physical meaning.

At 10 MV/cm the best fraction is $1/2.03=0.49$, so $\beta=0.5$ reached a change below $10^{-10}$ eV in 7 steps. With $\beta=0.25$, $r=0.49$ and 31 steps were needed. At 1 MV/cm the best fraction is 0.37, and 0.5 still converges with $r=-0.35$. For this model with $\varepsilon_r=1$ and fields of 1 to 20 MV/cm, 0.4 to 0.5 is a sound start.

## What the number means for a device

The example resembles a bilayer encapsulated in hexagonal boron nitride. The hoppings are rough typical values, and 10 MV/cm is a strong but plausible gate field, equivalent to 0.89 µC/cm² on each gate. With a rough dielectric constant of 3.4, the field in the nitride is 2.9 MV/cm, below a rough breakdown field of 8 MV/cm, and a 20 nm film drops 5.9 V. For a rough barrier of 2.5 eV and mass of $0.5\,m_e$, the semiclassical tunnelling factor is about $e^{-65}$; it depends strongly on the barrier, and 1.5 eV would give about $e^{-30}$. On these rough figures, a defect-free nitride film withstands the field; leakage through defects is not estimated. Two assumptions of the model matter more: that electrons interact through the Hartree potential alone, and that $\varepsilon_r=1$. As estimated below, first-order exchange widens the A1–B2 splitting at the valley centre by a third of $U$ or more before the charges respond, and $\varepsilon_r=2$ lowers the screened gap by 30%. Real samples also have disorder, strain and imperfect gate balance, which are not sized here.

Other omissions were sized at the same $D$, most of them by repeating the self-consistent calculation:

- **Band details.** The full honeycomb dispersion with $\gamma_0$ and $\gamma_1$ leaves the gap at 140 meV. Adding rough values for the skew hoppings, $\gamma_3=0.3$ eV and $\gamma_4=0.14$ eV, and a dimer-site energy of 0.02 eV lowers it to 125 meV, by 10% of the simpler result.
- **Temperature.** Occupations at 300 K raise the gap to 142 meV. At the conduction-band edge $P_2-P_1=dE_g/dU>0$, so excited electrons sit mainly on layer 2 and the holes they leave mainly on layer 1. This weakens the screening. The effect is larger in weak fields: at 1 MV/cm, where the gap is below $k_BT$, occupations at 300 K raise it from 10.8 to 14.7 meV.
- **Interlayer dielectric constant.** Setting $\varepsilon_r=2$ gives 153 meV unscreened and 98 meV screened. This input should be varied whenever absolute gaps are wanted.
- **Exchange.** At the valley centre, sites A1 and B2 are decoupled and separated by $U$. To first order, exchange adds $\int\frac{d^2q}{(2\pi)^2}W(q)(\rho_{A1}-\rho_{B2})$, where $\rho$ is the filled-band weight per spin and valley. With $W=e^2/(2\varepsilon_0\kappa q)$ and a rough $\kappa=5$ for the surroundings, the shift is 98 meV. Screening $W$ by the bilayer's own static polarization, computed at the Hartree solution, reduces it to 53 meV. These are shifts of the A1–B2 splitting at the valley centre, not of $U$ or of the gap. The term is not a uniform layer shift: between the dimer sites it is only 12 meV (7 meV screened), and the unscreened A1–B2 value falls from 98 meV at $p=0$ to 53 meV at $p=0.3$ eV. The factor $1/(1-F')$ for a uniform shift of $F$ therefore does not apply. Holding this site-diagonal term fixed and solving the Hartree loop again removes only about a fifth of the shift and gives gaps near 195 and 171 meV. Exchange corrections to $v$ and $\gamma_1$, and the feedback on the exchange term itself, are left out.

The 140 meV is therefore a Hartree gap, not a prediction of a measured one. For a gap at a stated gate field, the update should be on; with it off, the result answers a different question, namely the gap at a prescribed total potential difference. The comparison of the two isolates the charge response within one model, and agreement with experiment at one field would not show that exchange and $\varepsilon_r$ are right separately.
